**Valence weight in a two-band Kane model**

The program examines the result $w=E/(2E+G)$, where $w$ is the squared amplitude on the valence-edge state, $E$ the energy above the conduction edge and $G$ the gap. For $E=G=0.35$ eV it gives $w=1/3$. The program asserts that the dispersion and the weight agree with direct diagonalization for several energies and for real and complex couplings $P$. It also asserts that the same weight follows from the finite-difference response of the level to the gap, and that both limiting laws hold. Larger models with the free-electron term and the split-off band, with rough InAs parameters, lower the weight to 0.309. An integration in a field of 0.1 MV/cm gives 0.335 for one particular history. The program further asserts that two-band impact ionization lacks energy at three sampled wavenumbers, and it finds a threshold of 0.393 eV when a heavy hole takes up the momentum.

## Program and output

```python
# Result under test: in a uniform two-band Kane model the valence weight of a
# conduction-band state is w = E/(2E + G), hence w = 1/3 at E = G = 0.35 eV.
# E: energy above the conduction edge; G: gap; P: interband coupling (eV nm);
# k: wavenumber (1/nm); w: squared amplitude on the valence-edge basis state.
# Material inputs are rough values in the regime of InAs.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize

gap = 0.35              # eV
energy = 0.35           # eV above the conduction edge
edge_mass = 0.023       # units of the free-electron mass
split_off = 0.39        # eV
heavy_mass = 0.4        # units of the free-electron mass
cold_gap = 0.42         # eV, rough low-temperature gap
l_valley = 0.7          # eV above the conduction edge, rough
temperature = 300.0     # K
field = 0.1             # MV/cm
kinetic = const.hbar**2 / (2 * const.m_e * const.e) * 1e18  # eV nm^2


def two_band(k, coupling, g):
    return np.array([[0, coupling * k],
                     [np.conj(coupling) * k, -g]], dtype=complex)


def upper_state(k, coupling, g):
    values, vectors = np.linalg.eigh(two_band(k, coupling, g))
    return values[-1], vectors[:, -1]


def weight_formula(e, g):
    return e / (2 * e + g)


P = np.sqrt(kinetic * gap / edge_mass)
k_state = np.sqrt(2) * gap / P

# Dispersion and weight against diagonalization, for several couplings
for coupling in (P, 0.4 * P, 1.7j * P, P * np.exp(0.8j)):
    for e in (0.001, 0.05, 0.35, 1.0, 20.0):
        k = np.sqrt(e * (e + gap)) / abs(coupling)
        value, vector = upper_state(k, coupling, gap)
        assert abs(value - e) < 1e-10
        assert abs(abs(vector[1])**2 - weight_formula(e, gap)) < 1e-10

value, vector = upper_state(k_state, P, gap)
valence = abs(vector[1])**2
assert abs(value - energy) < 1e-12
assert abs(valence - 1 / 3) < 1e-12

# Weight from the response of the energy to the gap at fixed k
step = 1e-4
slope = -(upper_state(k_state, P, gap + step)[0]
          - upper_state(k_state, P, gap - step)[0]) / (2 * step)
assert abs(slope - 1 / 3) < 1e-6

# Limits of small and large energy, from diagonalization
k_small = np.sqrt(1e-4 * gap * (1e-4 * gap + gap)) / P
w_small = abs(upper_state(k_small, P, gap)[1][1])**2
assert abs(w_small / 1e-4 - 1) < 1e-3
w_large = abs(upper_state(1e4 * gap / P, P, gap)[1][1])**2
assert abs(w_large - 0.5) < 1e-3

# Edge mass from the curvature of the computed band
dk = 1e-3
curvature = (upper_state(dk, P, gap)[0] - 2 * upper_state(0, P, gap)[0]
             + upper_state(-dk, P, gap)[0]) / dk**2
assert abs(2 * kinetic / curvature / edge_mass - 1) < 1e-4


# Larger model: light-hole and split-off partners, optional free-electron term
def larger_model_weight(split, free):
    mixing = (2 / 3) / gap + (1 / 3) / (gap + split)
    p = np.sqrt(kinetic * (1 / edge_mass - free) / mixing)

    def solve(k):
        c1, c2 = np.sqrt(2 / 3) * p * k, np.sqrt(1 / 3) * p * k
        h = np.array([[0, c1, c2], [c1, -gap, 0], [c2, 0, -gap - split]])
        return np.linalg.eigh(h + free * kinetic * k**2 * np.eye(3))

    k = brentq(lambda q: solve(q)[0][-1] - energy, 1e-6, 3 * k_state)
    return 1 - solve(k)[1][0, -1]**2


assert abs(larger_model_weight(0.0, 0) - 1 / 3) < 1e-8
w_free = larger_model_weight(0.0, 1)
w_split = larger_model_weight(split_off, 0)
w_both = larger_model_weight(split_off, 1)
assert max(abs(w - 1 / 3) for w in (w_free, w_split, w_both)) < 0.04

# Low-temperature gap at the same energy, by diagonalization
k_cold = np.sqrt(energy * (energy + cold_gap)) / P
e_cold, v_cold = upper_state(k_cold, P, cold_gap)
assert abs(e_cold - energy) < 1e-10
w_cold = abs(v_cold[1])**2

# Occupation, and density needed to fill the band up to this energy
boltzmann = np.exp(-energy * const.e / (const.k * temperature))
density = k_state**3 / (3 * np.pi**2)   # 1/nm^3
radius = 20
n = np.arange(-radius, radius + 1)
nx, ny, nz = np.meshgrid(n, n, n)
box = 2 * np.pi * radius / k_state
counted = 2 * np.sum(nx**2 + ny**2 + nz**2 <= radius**2) / box**3
assert abs(counted / density - 1) < 0.01

# Acceleration through the band minimum in a uniform field
force = 0.1 * field     # eV/nm, since 1 MV/cm = 0.1 V/nm
start = -4 * k_state


def drift(k, psi):
    h = two_band(k, P, gap) + 0.5 * gap * np.eye(2)
    return -1j * (h @ psi) / force


run = solve_ivp(drift, (start, k_state), upper_state(start, P, gap)[1],
                method="DOP853", rtol=1e-9, atol=1e-11)
final = run.y[:, -1]
assert run.success and abs(np.vdot(final, final).real - 1) < 1e-5
w_field = abs(final[1])**2
lower = np.linalg.eigh(two_band(k_state, P, gap))[1][:, 0]
lost = abs(np.vdot(lower, final))**2
assert abs(w_field - 1 / 3) < 0.01 and lost < 1e-3


# Impact ionization: one electron becomes two electrons and a hole
def band(k):
    return np.sqrt(gap**2 / 4 + (P * k)**2) - gap / 2


def shortfall(k, hole_energy):
    def total(q):
        return (band(q[0]) + band(q[1]) + gap
                + hole_energy(k - q[0] - q[1]) - band(k))
    return minimize(total, [0.2 * k, 0.1 * k]).fun


for k in (0.3 * k_state, k_state, 3 * k_state):
    bound = (np.sqrt(9 * gap**2 / 4 + (P * k)**2)
             - np.sqrt(gap**2 / 4 + (P * k)**2))
    assert bound > 0 and abs(shortfall(k, band) - bound) < 1e-6
missing = shortfall(k_state, band)


def heavy_hole(k):
    return kinetic * k**2 / heavy_mass


missing_heavy = shortfall(k_state, heavy_hole)
assert missing_heavy > 0
k_threshold = brentq(lambda k: shortfall(k, heavy_hole),
                     k_state, 2 * k_state, xtol=1e-7)
threshold = band(k_threshold)
assert threshold > gap

print("INPUTS (rough, InAs regime)")
print(f"gap: {gap:.2f} eV")
print(f"energy above conduction edge: {energy:.2f} eV")
print(f"edge mass: {edge_mass:.3f} m0")
print(f"split-off energy: {split_off:.2f} eV")
print(f"heavy-hole mass: {heavy_mass:.1f} m0")
print(f"low-temperature gap: {cold_gap:.2f} eV")
print(f"L valley above conduction edge: {l_valley:.1f} eV")
print(f"temperature: {temperature:.0f} K")
print(f"field: {field:.1f} MV/cm")
print("TWO-BAND RESULT")
print(f"hbar^2/(2 m0): {kinetic:.5f} eV nm^2")
print(f"coupling P: {P:.4f} eV nm")
print(f"wavenumber k: {k_state:.4f} 1/nm")
print(f"coupling energy P k: {P * k_state:.4f} eV")
print(f"conduction amplitude, size: {abs(vector[0]):.4f}")
print(f"valence amplitude, size: {abs(vector[1]):.4f}")
print(f"conduction weight: {abs(vector[0])**2:.6f}")
print(f"valence weight: {valence:.6f}")
print(f"valence weight from -dE/dG: {slope:.6f}")
print(f"lowest-order estimate (Pk/G)^2: {(P * k_state / gap)**2:.3f}")
print("NEGLECTED EFFECTS")
print(f"valence weight, free-electron term added: {w_free:.4f}")
print(f"valence weight, split-off band added: {w_split:.4f}")
print(f"valence weight, both added: {w_both:.4f}")
print(f"valence weight, low-temperature gap: {w_cold:.4f}")
print(f"Boltzmann factor at 300 K: {boltzmann:.2e}")
print(f"density filling band to E: {density * 1e21:.2e} cm^-3")
print(f"valence weight after drift in field: {w_field:.4f}")
print(f"share lost to lower band in field: {lost:.1e}")
print(f"ionization shortfall, two-band: {missing:.4f} eV")
print(f"ionization shortfall, heavy hole: {missing_heavy:.4f} eV")
print(f"ionization threshold, heavy hole: {threshold:.4f} eV")
print(f"margin below L valley: {l_valley - energy:.2f} eV")
print("no test failed")
```

It prints:

```
INPUTS (rough, InAs regime)
gap: 0.35 eV
energy above conduction edge: 0.35 eV
edge mass: 0.023 m0
split-off energy: 0.39 eV
heavy-hole mass: 0.4 m0
low-temperature gap: 0.42 eV
L valley above conduction edge: 0.7 eV
temperature: 300 K
field: 0.1 MV/cm
TWO-BAND RESULT
hbar^2/(2 m0): 0.03810 eV nm^2
coupling P: 0.7614 eV nm
wavenumber k: 0.6501 1/nm
coupling energy P k: 0.4950 eV
conduction amplitude, size: 0.8165
valence amplitude, size: 0.5774
conduction weight: 0.666667
valence weight: 0.333333
valence weight from -dE/dG: 0.333333
lowest-order estimate (Pk/G)^2: 2.000
NEGLECTED EFFECTS
valence weight, free-electron term added: 0.3283
valence weight, split-off band added: 0.3134
valence weight, both added: 0.3087
valence weight, low-temperature gap: 0.3125
Boltzmann factor at 300 K: 1.32e-06
density filling band to E: 9.28e+18 cm^-3
valence weight after drift in field: 0.3350
share lost to lower band in field: 5.5e-06
ionization shortfall, two-band: 0.1965 eV
ionization shortfall, heavy hole: 0.0361 eV
ionization threshold, heavy hole: 0.3930 eV
margin below L valley: 0.35 eV
no test failed
```
